# Null-point scanning thermometry without a calibrated contact resistance

**Q.** I scan a thermocouple probe over a heated device in air. The reading depends on how well the tip touches, and I cannot measure the contact resistance. I am told to adjust the probe's heater until the reading is the same just before and just after contact, and then to take that reading as the surface temperature. Why should this work?

**A.** Let us first fix what "before" and "after" mean. Call the end of the tip $a$ and the small surface patch facing it $s$. I measure all temperatures $T$ as rises above ambient. Before contact the tip hovers just above the surface, and heat passes between probe and sample through air, including some directly between $a$ and $s$. Contact adds one new path, between $a$ and $s$, with an unknown resistance $R_c$. A water bridge confined to this place may be counted in $R_c$, and so may the constriction of heat flow into the true spot of contact.

I assume that nothing else changes: same heater power, same device power, same air paths. Both readings are taken after the temperatures have settled. For now the sensor sits at $a$ and heat conduction is linear, so temperatures from different sources add.

**Q.** Then what does the new path do to the temperatures?

**A.** Let $Q$ be the heat per unit time that flows through the contact into the probe. Seen from the rest of the system, contact is a source $+Q$ at $a$ and a source $-Q$ at $s$. Let $G_{ij}$ be the rise at $i$ per unit heat supplied at $j$, with the contact open and all other sources off. With the subscript 0 for the open state, superposition gives

$$T_a=T_{a0}+(G_{aa}-G_{as})Q,\qquad T_s=T_{s0}+(G_{sa}-G_{ss})Q .$$

Define

$$Z=G_{aa}-G_{as},\qquad R_L=G_{aa}-G_{as}-G_{sa}+G_{ss}.$$

Subtracting the two temperatures gives

$$T_a-T_s=T_{a0}-T_{s0}+R_LQ .$$

The contact itself obeys $T_s-T_a=R_cQ$. I replace the left side of the previous equation by $-R_cQ$ and collect the terms in $Q$:

$$Q=\frac{T_{s0}-T_{a0}}{R_c+R_L}.$$

The sensor is at $a$, so its reading jumps on contact by

$$J=T_a-T_{a0}=ZQ=\frac{Z\,(T_{s0}-T_{a0})}{R_c+R_L}.$$

**Q.** So a zero jump means zero $Q$, unless $Z$ happens to vanish. Can it?

**A.** Not for a sensor at $a$. The heat conducted between two points $i$ and $j$ is a conductance times $T_i-T_j$, and the same conductance serves both directions. The matrix of the heat-balance equations is therefore symmetric, and so is its inverse $G$. Hence $G_{as}=G_{sa}$ and

$$Z=G_{aa}-G_{sa}.$$

This is the difference between $T_a$ and $T_s$ when unit heat is supplied at $a$ alone. A point without a source has a temperature equal to a weighted mean of its neighbours' temperatures, so no point can be hotter than the only source, $a$. If $s$ were as hot as the hottest point, all its neighbours would have to be equally hot, then their neighbours, and so on through the sample to ambient, where the rise is zero. That is impossible, so $T_s<T_a$ and $Z>0$. Supplying heat at $s$ instead gives $G_{ss}-G_{as}\ge 0$ in the same way, so $R_L\ge Z>0$.

For any finite $R_c$ we therefore have

$$J=0\iff Q=0\iff T_{a0}=T_{s0}.$$

With $Q=0$ contact changes no temperature anywhere, and the reading equals the patch temperature both before and after. If $R_c$ is infinite, $J$ vanishes whatever the temperatures are, so a missing contact must not be mistaken for a null.

**Q.** Why can I not simply read the temperature in contact, without a heater?

**A.** Because then $Q$ is not zero. Combining $T_s-T_a=R_cQ$ with $Q=J/Z$ gives

$$T_s-T_a=\frac{R_c}{Z}\,J .$$

To correct an ordinary contact reading you need $R_c/Z$, which is the calibration you lack. At the null this unknown factor multiplies zero.

Even a perfect contact would not cure the unheated measurement. With $R_c=0$ the probe does read $T_s$, but it has drawn heat from the patch and cooled it by $(G_{ss}-G_{sa})Q=(R_L-Z)Q$. The null removes this loading by the contact as well.

**Q.** Show me the size of these effects for something like my device.

**A.** Take a hot spot of radius $b=1$ µm on a thick silica-like sample of conductivity $k_s=1.4$ W/(m K), with ambient at 300 K. The spot receives $P_h=175.9$ µW, spread evenly. A point source of power $p$ on the surface of a half-space causes a rise $p/(2\pi k_s r)$ at distance $r$. A ring of radius $r$ and width $dr$ carries $P_h\,2\pi r\,dr/(\pi b^2)$, so the rise at the centre is

$$\int_0^b\frac{P_h\,2\pi r\,dr}{\pi b^2}\,\frac{1}{2\pi k_s r}=\frac{P_h}{\pi k_s b}=40\ \text{K}.$$

The probe is a cone with a half-angle $\alpha=20^\circ$ and a slant length of 10 µm. It sits under a cantilever 150 µm long, 20 µm wide and 1 µm thick, whose far end is held at ambient. Its effective conductivity is 3 W/(m K), a round value for silica carrying thin metal films. The heater is on the cantilever, next to the cone. The tip end and the patch are given a size of 50 nm, so $T_s$ is an average over a patch of that radius.

**Q.** How does the air enter?

**A.** Between a cone and a plane I let the air temperature depend on the polar angle $\theta$ alone, which neglects heat flow along the cone within the air. Then

$$\frac{d}{d\theta}\left(\sin\theta\,\frac{dT}{d\theta}\right)=0\quad\Rightarrow\quad T=C\ln\tan\frac{\theta}{2}+\text{const}.$$

The logarithm vanishes at the plane, $\theta=\pi/2$, so the cone is hotter than the plane by $\Delta T=C\ln\tan(\alpha/2)=-C\ln\cot(\alpha/2)$. The heat crossing toward the plane within a slant length $d\rho$ is

$$-k_{air}\,\frac1\rho\frac{dT}{d\theta}\,2\pi\rho\sin\theta\,d\rho=-2\pi k_{air}C\,d\rho=\frac{2\pi k_{air}\,\Delta T}{\ln\cot(\alpha/2)}\,d\rho .$$

I use $k_{air}=0.026$ W/(m K). Near the tip the gap is comparable with the mean free path of the molecules, and the temperature jumps at the walls. I represent each jump by an extra 0.12 µm of air in series. The cantilever loses heat straight down through 10 µm of air plus these two layers; I neglect the heat that leaves through the air at its edges and top.

The cone and tip end are divided into 61 cells and the cantilever into 50, each exchanging heat with a surface cell below it. The cantilever cells begin 10 µm to the side of the tip. The surface cells warm one another according to the point-source law, averaged over their areas. The resulting linear equations are solved directly. They give $Z=17.15$ K/µW and $R_L=20.90$ K/µW.

**Q.** And what would my unheated probe read?

**A.** With the contact open, the tip reads 6.81 K and the patch is at 39.38 K. For $R_c=10$ K/µW, which is $10^7$ K/W,

$$Q=\frac{39.38-6.81}{10+20.90}=1.054\ \mu\text{W},\qquad J=17.15\times1.054=18.08\ \text{K}.$$

The contact reading is $6.81+18.08=24.89$ K. The patch has been cooled to $39.38-(20.90-17.15)\times1.054=35.43$ K. So the reading is about 10.5 K below the patch as it then is, and about 15 K below the undisturbed 40 K. Other contacts give other readings:

| $R_c$ (K/µW) | reading (K) | jump (K) | $R_c/Z$ |
|---:|---:|---:|---:|
| 3 | 30.18 | 23.37 | 0.175 |
| 10 | 24.89 | 18.08 | 0.583 |
| 30 | 17.79 | 10.98 | 1.749 |
| 100 | 11.43 | 4.62 | 5.830 |

In the limit $R_c=0$ the formula gives $Q=32.57/20.90=1.558$ µW and a reading of $6.81+17.15\times1.558=33.5$ K, still more than 6 K below the undisturbed value.

**Q.** Now switch on the heater. Do I have to hit the null by trial?

**A.** No. In the linear model $T_{s0}-T_{a0}$ is a straight-line function of heater power $P$, so the jump is too. If it vanishes at $P_0$,

$$J(P)=J(0)\left(1-\frac{P}{P_0}\right).$$

Measure $J$ at two powers with the same contact and find the zero of the line. The contact sets the slope: $-18.08/109.8=-0.165$ K/µW for $R_c=10$ K/µW, but $-4.62/109.8=-0.042$ K/µW for 100 K/µW. It does not set the zero, because $P_0$ is fixed by $T_{a0}=T_{s0}$, a property of the open state. All four contacts in the table give $P_0=109.8$ µW and a null reading of 41.1 K, or 341.1 K in absolute temperature. The digits of $P_0$ belong to this mesh: halving the cells, which also moves the heater closer to the cone, lowers $P_0$ by about 2.4 µW but changes the null reading by only 0.01 K.

**Q.** But the undisturbed surface was at 40 K. You promised me the true temperature, and you are 1.1 K too high.

**A.** The null gives the true temperature of the patch with the probe present. The condition $Q=0$ concerns the contact and says nothing about heat crossing the air elsewhere. At the null the cone sends 29.7 µW into the sample through air and the heated cantilever sends 77.4 µW, 107.1 µW in all. The remaining 2.7 µW of heater power leaves through the clamped end of the cantilever.

This heat warms the sample, and some of the warming reaches the patch. For an estimate, put all of it at a representative distance of 10 µm:

$$\frac{107.1}{2\pi\times1.4\times10}\approx1.2\ \text{K}.$$

The full calculation gives 1.10 K. Allowing heat to flow along the cone within the air as well would lower this to about 0.8 K. Starting the cantilever at the edge of the cone's base, 3.4 µm from the axis, instead of at 10 µm would raise it by about 0.1 K. Only the size of the effect is therefore meaningful. In the model as it stands, the patch and the tip agree with each other, but both are at 41.1 K.

**Q.** When may I forget this disturbance?

**A.** There are three clear limits. The first is a sample that conducts well. If the response of the surface to added heat is made 100 times smaller while the undisturbed temperature profile is held fixed, the disturbance at the null falls to 0.011 K.

The second is the absence of air. Then no heat reaches the sample at the null, and the reading is the undisturbed 40.0 K. The heater has only to hold the probe at this temperature against conduction along the cantilever. In the calculation the heater lies in the middle of a cell 3 µm long, so 148.5 µm of cantilever remain, and the power is

$$\frac{3\times20\times1}{148.5}\times39.99=16.2\ \mu\text{W},$$

compared with 109.8 µW in air. The third is a hot region much wider than the probe, because the heated cone and cantilever then face a surface nearly as warm as themselves. For the same 40 K at the centre, the disturbance in this model is 0.5 K for a spot radius of 5 µm, 0.1 K for 20 µm and $-0.03$ K for 100 µm. For a small hot spot on a poor conductor in air, you should either estimate the disturbance or report the temperature as that of the surface under the probe.

**Q.** My thermocouple junction is not quite at the end of the tip. Does that spoil the null?

**A.** It leaves the null where it is, but it can spoil the reading. For a sensor at $r$ the jump is $J_r=(G_{ra}-G_{rs})Q$. If the bracket is not zero, $J_r=0$ still means $Q=0$. The argument that made $Z$ positive applied to $a$, however, so for another position the bracket has to be checked. In this model it is positive at the positions below, but it falls steeply: 4.3 K/µW at 0.20 µm from the end, 0.97 K/µW at 0.96 µm and 0.36 K/µW at 5.16 µm. A set-back junction therefore sees a weaker jump.

The reading itself differs from $T_a$ because heat flows down the cone to replace what the air removes. Let $\Phi(\rho)$ be the net heat lost to the air by the part of the cone below $\rho$. In steady state with $Q=0$, this heat must be conducted through the cone's cross-section $\Omega\rho^2$, where $\Omega=2\pi(1-\cos\alpha)$. With $k_p$ the conductivity of the probe,

$$k_p\Omega\rho^2\frac{dT}{d\rho}=\Phi(\rho)\quad\Rightarrow\quad T(\rho)-T_a=\int_a^{\rho}\frac{\Phi(\rho')}{k_p\Omega\rho'^2}\,d\rho' ,$$

where the lower limit is the tip end. Above the hot spot the cone and the surface are nearly equally warm, and $\Phi$ is small. Farther out the surface is colder and $\Phi$ grows. In this simple air model the null reading is too high by about 0.001 K at 0.20 µm, 0.08 K at 0.96 µm and 2.0 K at 5.16 µm. The smallest of these should not be trusted: if heat may also flow along the cone within the air, colder air farther out cools the lower cone, and the errors grow to about 0.05 K, 0.45 K and 2.7 K. They are relative to the tip end and come on top of the disturbance of the surface.

**Q.** The tip often snaps the last few nanometres into contact. Are the air paths really unchanged?

**A.** Not quite, and here $R_c$ comes back. Suppose that the slightly larger gap before contact makes the earlier reading $T_{a0}+\delta$ in place of $T_{a0}$, at the same heater power. Equal readings then mean $T_{a0}+\delta=T_{a0}+ZQ$, so $Q=\delta/Z$ and

$$T_s-T_a=\frac{R_c}{Z}\,\delta .$$

Raising the whole heated probe by 5 nm lengthens every air path and gives $\delta\approx15$ mK in the simple air model, and about half of that if heat also flows along the cone within the air. With 15 mK the reading is below the patch by 9 mK for $R_c=10$ K/µW and by 87 mK for 100 K/µW.

An error in measuring the jump is multiplied by the same factor. If $J$ is wrong by 10 mK, the patch temperature is wrong by 6 mK or 58 mK for these two contacts. You need no calibration of the contact, but a good contact still makes the null sharper.

**Q.** Your proof added temperatures linearly. Air conducts better when it is hot.

**A.** One half of the argument survives without linearity. Suppose that before contact $T_{a0}=T_{s0}$. Keep every temperature as it is and insert the contact. It carries no heat, so every heat balance that held before still holds. The old temperatures therefore solve the new problem, and if its steady state is unique, the reading does not change. $R_c$ did not enter.

The converse, that an unchanged reading implies $Q=0$, needs the reading to respond in one direction to heat through the contact. I have shown this for the linear case only.

As an example, let each air path conduct in proportion to the 0.8 power of the mean absolute temperature of its two ends, and solve by repeated substitution. The jump then vanishes at 114.3 µW for $R_c=10$ K/µW and for 100 K/µW alike. The null reading is 41.2 K, about 0.07 K above the linear result.

The jump is now no longer exactly a straight line in $P$, so choose the two powers close to the null, one on each side. A line through the jumps at 0 and 50 µW would put the null near 111.6 µW. At that power the reading in contact is still below the patch, by about 0.2 K for $R_c=10$ K/µW and 0.6 K for 100 K/µW. With 90 and 130 µW the difference is at most about 0.03 K for these contacts.

**Q.** How close is all this to my instrument?

**A.** The conductivities of air and silica are close to their room-temperature values. The probe's dimensions and effective conductivity are round numbers for a micromachined silica probe, and the contact resistances are a chosen range, so your $Z$ and $P_0$ will differ. The neglected heat loss from the edges and top of the cantilever can be comparable with the loss straight down, because the cantilever is only twice as wide as its height above the surface; for a much wider one the edges would matter less. It leaves the null argument intact, but it changes the heater power and the disturbance, so take the 1.1 K as an estimate of size. A layered device also breaks the assumption of a uniform sample. A thin oxide on silicon carries away heat arriving several micrometres from the tip much better than thick silica does. I would expect a disturbance well below 1.1 K there, but I have not calculated a layered sample.

Far-field radiation is a small correction. Under the hottest part of the cantilever, at a rise of 45.3 K, the black-body conductance per area $4\sigma T^3$ is 0.4 % of that of the air, $k_{air}/(10\ \mu\text{m})$. Near-field radiation and air currents are left out. Radiation exchanged directly between $a$ and $s$ would vanish at the null, since the two are equally warm.

**Q.** How long must I wait before I call a reading "just after"?

**A.** Long enough for the probe to settle, and short enough that the device does not drift. The cantilever stores heat $c\,t$ per area and kelvin, where $c$ is its heat capacity per volume and $t$ its thickness, and it loses heat at the rate $k_{air}/h$ per area and kelvin through a gap $h$. With $c=1.6\times10^6$ J/(m³ K), $t=1$ µm and $h=10$ µm, the settling time is

$$\tau=\frac{c\,t\,h}{k_{air}}=0.62\ \text{ms}.$$

Several times $\tau$ is enough for this cantilever in air. Without air it settles only by conduction along its length, with a time constant of about 5 ms. A thick sample is slower after a change of heater power: its surface approaches the steady value only as $t^{-1/2}$, and when the 107 µW of air heat is switched on, a point-source estimate leaves the patch about 0.13 K short after 3 ms and 0.04 K short after 30 ms. The thermocouple voltage must also report temperature alone. If touching a biased device adds an electrical offset, equal voltages no longer mean equal temperatures, and the thermal argument does not apply.
